\section*{The Thouless Relation for a Disordered One-Dimensional Tight-Binding Chain}

\section{Two quantities that cannot be chosen separately}

A model of electrons in an amorphous oxide needs a density of states, which counts the available levels, and a localisation length, which says how far a state reaches. If the two are fitted separately, the result may describe no Hamiltonian. For a chain with nearest-neighbour hopping there is no such freedom: the density of states and the mean logarithm of the hopping fix the localisation length at every energy. This is surprising at first sight, because eigenvalues seem to say nothing about eigenfunctions. The link is the determinant of the Hamiltonian, which is a product over eigenvalues and also a solution of the wave equation.

\section{The chain and its growth rate}

Let $\psi_n$ be the amplitude on site $n$, with
\begin{equation}
E\psi_n=\epsilon_n\psi_n-t_n\psi_{n+1}-t_{n-1}\psi_{n-1}.
\label{eq:chain}
\end{equation}
The pairs $(\epsilon_n,t_n)$ are independent and identically distributed. The site energies are bounded, and the hoppings satisfy $0<t_-\le t_n\le t_+$. Energies inside logarithms are divided by one common unit, which cancels in the final result.

Solving \eqref{eq:chain} for $t_n\psi_{n+1}$ and dividing by $t_n$ gives the first row of
\begin{equation}
\begin{pmatrix}\psi_{n+1}\\ t_n\psi_n\end{pmatrix}
=A_n\begin{pmatrix}\psi_n\\ t_{n-1}\psi_{n-1}\end{pmatrix},\qquad
A_n=\begin{pmatrix}(\epsilon_n-E)/t_n&-1/t_n\\ t_n&0\end{pmatrix}.
\label{eq:transfer}
\end{equation}
The second row is an identity. Putting $t_n\psi_n$ in the lower component makes $A_n$ depend on site $n$ alone, so the matrices are independent, and $\det A_n=1$.

Let $M_N=A_N\cdots A_1$ and $a_N=\langle\ln\|M_N\|\rangle$, where the brackets average over disorder. Since the norm of a product is at most the product of the norms, $a_{N+K}\le a_N+a_K$. Write $N=qK+r$ with $0\le r<K$. Then $a_N/N\le (q a_K+a_r)/N$, which tends to $a_K/K$ as $N\to\infty$. This holds for every $K$, so the limit exists and equals the infimum:
\begin{equation}
\gamma(E)=\lim_{N\to\infty}\frac{a_N}{N}=\inf_N\frac{a_N}{N}\ge0 .
\label{eq:gamma}
\end{equation}
The bound follows from $\det M_N=1$: the two singular values multiply to one, so the larger is at least one. The same argument holds for complex energy $z$.

The number $\gamma$ is the Lyapunov exponent of the amplitude per site. With site spacing $a$, the localisation length is
\begin{equation}
\xi=a/\gamma .
\label{eq:xi}
\end{equation}
A length defined from the intensity $|\psi|^2$ would be half as large. That $\gamma>0$ for random site energies is a separate result, Furstenberg's theorem; it is not needed for the relation itself.

\section{The solution is a determinant}

Let $D_{i,j}(z)=\det(H_{i,j}-z)$, where $H_{i,j}$ is the Hamiltonian of sites $i$ to $j$ alone. Expanding along the last row gives
\begin{equation}
D_{1,n}=(\epsilon_n-z)D_{1,n-1}-t_{n-1}^2D_{1,n-2},
\label{eq:recursion}
\end{equation}
with $D_{1,0}=1$ and $D_{1,-1}=0$. The hopping sign disappears because each hopping enters squared.

Start \eqref{eq:transfer} from $(1,0)$, so that $\psi_1=1$ and $\psi_0=0$. With $P_n=\prod_{j=1}^n t_j$, the solution is $\psi_{n+1}=D_{1,n}/P_n$. To see this, insert it on the right of \eqref{eq:chain}:
\begin{align}
t_n\psi_{n+1}&=(\epsilon_n-z)\frac{D_{1,n-1}}{P_{n-1}}
-t_{n-1}\frac{D_{1,n-2}}{P_{n-2}}\notag\\
&=\frac{(\epsilon_n-z)D_{1,n-1}-t_{n-1}^2D_{1,n-2}}{P_{n-1}}
=\frac{D_{1,n}}{P_{n-1}},
\end{align}
where $1/P_{n-2}=t_{n-1}/P_{n-1}$ was used. Division by $t_n$ gives the claim.

Starting instead from $(0,1)$ gives $(-1/t_1,0)$ after one step. This is $-1/t_1$ times the previous kind of start, now on a chain beginning at site 2. Hence
\begin{equation}
M_N=\begin{pmatrix}
D_{1,N}/P_N&-D_{2,N}/P_N\\
t_ND_{1,N-1}/P_{N-1}&-t_ND_{2,N-1}/P_{N-1}
\end{pmatrix}.
\label{eq:entries}
\end{equation}
All four entries are determinants of nearly the same chain.

\section{The density of states does not depend on the sample}

Let $n_N(E)$ be the number of eigenvalues of an $N$-site chain below $E$. Cutting one bond removes a $2\times2$ block with eigenvalues $\pm t$. This changes $H$ by one positive and one negative rank-one term. By the interlacing of eigenvalues, the positive term lowers the count by zero or one and the negative term raises it by zero or one. The net change is at most one.

Cut a chain of $qL$ sites into $q$ blocks of length $L$. Its count per site differs from the block average of $n_L/L$ by at most $1/L$. As $q\to\infty$, the block average tends to $\langle n_L\rangle/L$ by the law of large numbers. Sites left over when $N$ is not a multiple of $L$ contribute a vanishing fraction. The upper and lower limits of $n_N/N$ thus differ by at most $2/L$ for every $L$, so they coincide:
\begin{equation}
\frac{n_N(E)}N\to k(E),\qquad \rho(E)=\frac{dk}{dE},\qquad
\int\rho(E)\,dE=1 .
\label{eq:dos}
\end{equation}
If $k$ is not smooth, $\rho\,dE$ means the measure $dk$.

\section{The relation away from the real axis}

Take $\operatorname{Im}z\ne0$. Since $|D_{1,N}|=\prod_\alpha|z-E_\alpha|$,
\begin{equation}
\frac1N\ln\left|\frac{D_{1,N}}{P_N}\right|
=\frac1N\sum_\alpha\ln|z-E_\alpha|-\frac1N\sum_{n=1}^N\ln t_n .
\label{eq:sum}
\end{equation}
The spectrum is bounded and the function $f(x)=\ln|z-x|$ is smooth on it. If $B$ lies above the spectrum and $-B$ below it, integration by parts gives
\begin{equation}
\frac1N\sum_\alpha f(E_\alpha)=f(B)-\int_{-B}^{B}f'(x)\frac{n_N(x)}N\,dx .
\end{equation}
By \eqref{eq:dos} and dominated convergence this tends to $\int\rho(E')\ln|z-E'|\,dE'$. The last sum in \eqref{eq:sum} tends to $\langle\ln t\rangle$. The limit is
\begin{equation}
g(z)=\int\rho(E')\ln|z-E'|\,dE'-\langle\ln t\rangle .
\label{eq:g}
\end{equation}
Removing an end site changes the count by at most one, again by interlacing, and the prefactors in \eqref{eq:entries} are bounded. All four entries therefore share the rate $g(z)$. The norm lies between the largest entry modulus and twice that value, so $\ln\|M_N\|/N\to g(z)$. This quantity is bounded uniformly in $N$, so its disorder average has the same limit, and $\gamma(z)=g(z)$ off the real axis.

On the real axis this argument breaks down. An eigenvalue may lie arbitrarily close to $E$, where $\ln|E-E'|$ has no lower bound.

\section{Reaching real energies}

The cure is to average over small discs in the complex plane. Let $\mathcal A_r u(z_0)$ be the mean of $u$ over the disc of radius $r$ around $z_0$. First consider a circle of radius $s$ and a point at distance $d$ from its centre. For $s<d$,
\begin{equation}
\ln|d-se^{i\theta}|=\ln d-\operatorname{Re}\sum_{m\ge1}
\frac1m\left(\frac sd\right)^m e^{im\theta},
\end{equation}
and every term of the sum averages to zero over $\theta$. For $s>d$ the roles of $s$ and $d$ are exchanged. The circle average is thus $\ln\max(s,d)$. It also holds at $s=d$ by continuity, since the logarithmic singularity is integrable. The disc average for $d<r$ is
\begin{align}
\ell_r(d)&=\frac2{r^2}\left[\int_0^d s\ln d\,ds+\int_d^r s\ln s\,ds\right]\notag\\
&=\frac2{r^2}\left[\frac{d^2}2\ln d+\frac{r^2}2\ln r-\frac{r^2}4
-\frac{d^2}2\ln d+\frac{d^2}4\right]\notag\\
&=\ln r-\frac12+\frac{d^2}{2r^2},
\label{eq:disc}
\end{align}
while $\ell_r(d)=\ln d$ for $d\ge r$. For $d<r$ its derivative with respect to $r$ is $1/r-d^2/r^3>0$. Hence $\ell_r(d)\ge\ln d$, and $\ell_r(d)$ falls monotonically to $\ln d$ as $r\to0$. Monotone convergence in \eqref{eq:g} gives
\begin{equation}
\mathcal A_r g(E)\to g(E)\qquad(r\to0).
\label{eq:gav}
\end{equation}

The same must be shown for $\gamma$. Choose unit vectors $x,y$ with $\|M_N(E)\|=|x^\dagger M_N(E)y|$ and hold them fixed. Then $x^\dagger M_N(z)y$ is a polynomial in $z$, and its logarithm is a constant plus terms $\ln|z-z_j|$. Each term is at most its disc average, so
\begin{equation}
\ln\|M_N(E)\|\le\mathcal A_r\ln|x^\dagger M_Ny|(E)
\le\mathcal A_r\ln\|M_N\|(E).
\end{equation}
Averaging over disorder, dividing by $N$ and letting $N\to\infty$ gives $\gamma(E)\le\mathcal A_r\gamma(E)$. In the other direction, \eqref{eq:gamma} gives $\gamma\le u_N$ with $u_N=a_N/N$, a continuous function of energy. Therefore
\begin{equation}
\limsup_{r\to0}\mathcal A_r\gamma(E)\le
\lim_{r\to0}\mathcal A_ru_N(E)=u_N(E).
\end{equation}
Taking the infimum over $N$ shows that $\mathcal A_r\gamma(E)\to\gamma(E)$.

Since $\gamma=g$ off the real line, which has zero area, their disc averages are equal. By \eqref{eq:gav} their values at $E$ are equal too:
\begin{equation}
\boxed{\gamma(E)=\frac a{\xi(E)}=\int\rho(E')\ln|E-E'|\,dE'-\langle\ln t\rangle}
\label{eq:thouless}
\end{equation}
for every fixed real $E$. This is the Thouless relation. The hopping enters through its geometric mean $e^{\langle\ln t\rangle}$. A change of energy unit adds the same constant to both logarithmic terms, because $\rho$ is normalised to one.

Since $\gamma\ge0$, the integral cannot be $-\infty$. The function $k(E)$ therefore has no jump: no single energy can hold a finite fraction of the levels.

\section{Two limits}

For a clean chain with $\epsilon_n=0$ and $t_n=t$, the levels are $E'=-2t\cos q$ with $q$ uniform in $(-\pi,\pi)$. Outside the band put $|E|=2t\cosh\kappa$ with $\kappa>0$. By symmetry of the band the distance to a level may be written
\begin{equation}
2t\cosh\kappa-2t\cos q=te^\kappa\left|1-e^{-\kappa+iq}\right|^2 .
\end{equation}
The logarithm of the last factor averages to zero by the circle result. Hence $\gamma=\ln t+\kappa-\ln t=\operatorname{arccosh}(|E|/2t)$, the usual evanescent decay. Inside the band put $E=-2t\cos p$. Then
\begin{equation}
|2\cos p-2\cos q|=|1-e^{i(q+p)}|\,|1-e^{i(q-p)}| .
\end{equation}
Both logarithms average to zero, so $\gamma=0$: the states are extended.

The second limit is an energy far outside a disordered band. Expand $\ln|E-E'|=\ln|E|-E'/E-E'^2/(2E^2)-\dots$. For site energies of zero mean, the trace of $H$ per site vanishes. The trace of $H^2$ per site is $\langle\epsilon^2\rangle+2\langle t^2\rangle$, since each site has two bonds. To this order
\begin{equation}
\gamma(E)\simeq\ln|E|-\langle\ln t\rangle
-\frac{\langle\epsilon^2\rangle+2\langle t^2\rangle}{2E^2}.
\end{equation}
At fixed hopping, site disorder lowers $\gamma$ here, because the logarithm loses more from levels moved closer to $E$ than it gains from levels moved away. Site disorder thus shortens the reach of states inside the clean band but lengthens the evanescent reach far outside it. Hopping disorder at fixed mean hopping has the opposite effect far outside: it lowers $\langle\ln t\rangle$, which raises $\gamma$ by an amount that does not fade with energy. When both kinds are present, the hopping term therefore wins at large enough $|E|$.

\section{What the relation says about eigenstates}

The exponent describes solutions at a fixed energy. For normalised eigenstates consider the end-to-end element of $G(z)=(z-H)^{-1}$. Deleting the last row and first column of $z-H$ leaves a triangular matrix with diagonal $t_1,\dots,t_{N-1}$. The cofactor formula and the spectral expansion give
\begin{equation}
G_{1N}(z)=\frac{(-1)^{N+1}\prod_{n=1}^{N-1}t_n}{\prod_\alpha(z-E_\alpha)}
=\sum_\alpha\frac{\psi_\alpha(1)\psi_\alpha(N)}{z-E_\alpha}.
\end{equation}
The levels are nondegenerate, because $\psi(1)$ fixes the whole solution. Equating residues at $E_\beta$,
\begin{equation}
|\psi_\beta(1)\psi_\beta(N)|=
\frac{\prod_{n=1}^{N-1}t_n}{\prod_{\alpha\ne\beta}|E_\beta-E_\alpha|}.
\label{eq:residue}
\end{equation}
A state decaying as $e^{-\gamma|n-m|}$ from a centre $m$ has an end product proportional to $e^{-\gamma(N-1)}$, wherever $m$ lies. The logarithm of \eqref{eq:residue} then has the form of \eqref{eq:thouless}. This does not prove eigenstate decay, since $E_\beta$ varies with the sample while \eqref{eq:thouless} holds at fixed energy. The decay is therefore tested numerically below.

\section{A string of metal orbitals in hafnium oxide}

Let the chain stand for a string of metal $d$ orbitals in an amorphous hafnium-oxide gate film. Take $a=0.35$ nm, $t_n$ uniform between 0.4 and 0.6 eV, and $\epsilon_n$ uniform over a full width of 1 eV centred on zero. The mean hopping is 0.5 eV, so the clean band runs from $-1$ to $1$ eV.

The density of states came from diagonalizing 200 chains of 1000 sites. Results for 2000 chains of 100 sites were subtracted to remove the contribution of the ends. With energies in eV, $\langle\ln t\rangle=-0.6999$. At the nominal lower edge, $E=-1$ eV, the integral in \eqref{eq:thouless} is $-0.4812$, so
\begin{equation}
\gamma=-0.4812+0.6999=0.2187,\qquad
\xi=\frac{0.35\ \text{nm}}{0.2187}=1.60\ \text{nm}.
\end{equation}
At mid-band the integral is $-0.6533$, which gives $\gamma=0.0466$ and $\xi=7.5$ nm. Transfer matrices on independently drawn chains give 0.2197 and 0.0476, or 1.59 and 7.35 nm. The differences in $\gamma$ are 0.8 and 1.5 combined standard errors. At $z=0.2i$ eV, where the statistical noise is smaller, both routes give 0.2460. Using the arithmetic mean hopping there gives 0.2393, which is wrong by more than twenty standard errors.

For eigenstates with $|E|<0.1$ eV, the change in end product between chains of 120 and 240 sites gives $\gamma=0.0495\pm0.0012$. This agrees with the transfer value 0.0476 within 1.6 standard errors.

The density of states is about 0.5 per eV per site at the lower edge and about 0.3 at mid-band, yet the edge states are the shorter ones. A large local density does not imply a long state: \eqref{eq:thouless} weighs the whole spectrum.

\section{How far the chain stands from a gate film}

The spacing, a film a few nanometres thick and a field near 1 MV/cm are roughly those of hafnium-oxide gates. The hopping and disorder are round assumptions. The model's clean band-edge mass is 0.62 electron masses. Masses of roughly 0.1 to 0.2 electron masses have been fitted to tunnelling through such films, so this band should not be used to predict gate leakage. The assumption most plainly broken is one-dimensionality, since each metal atom has neighbours on all sides. Four chains on the corners of a square, coupled sideways with hoppings from the same distribution, have $\xi=5.9$ nm at $-1$ eV, against 1.59 nm for one chain at that energy. At the bundle's own nominal edge, $-2$ eV, the length is 3.4 nm. Even this small bundle changes the answer by a factor of two to four, so the chain cannot locate the mobility edge of a real film.

The field is the next limitation. At 1 MV/cm, or 0.1 V/nm, the potential energy changes by 0.16 eV over the edge-state length. Raising the energy by that amount in the field-free chain lengthens $\xi$ from 1.59 to 2.66 nm, and lowering it by the same amount shortens $\xi$ to about 0.84 nm, so the two sides of the state are affected in opposite ways. At mid-band the drop over $\xi$ is 0.74 eV, comparable with the half-width of the clean band, so a single fixed-energy length loses its meaning there.

The thickness matters as well. Across ten sites, or 3.5 nm, taken from the interior of a long chain, the logarithm of the transfer-vector norm grows at the lower edge by 2.2 on average, which is ten times $\gamma$, with a standard deviation of 1.7. One standard deviation changes this norm by a factor of about five. A solution started at a boundary, from $(1,0)$, grows more on average, by about 2.6 with energies in eV. The exponent describes the typical trend and does not predict a single short path. At mid-band $\xi$ exceeds the film thickness, so localisation is not developed.

At 300 K, $k_BT=0.026$ eV. Raising the energy by this amount from the lower edge lengthens $\xi$ to 1.75 nm, about 10 per cent. The mean level spacing within one edge-state length is 0.42 eV, some sixteen times $k_BT$. Phonon-assisted hopping is outside the model.

Slow lattice polarisation can also bind the carrier. For a charge spread over a radius $\xi$, a continuum estimate in Gaussian units is
\begin{equation}
E_{\text{pol}}\simeq\frac{e^2}{2\xi}
\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right).
\end{equation}
With rough dielectric constants $\varepsilon_\infty=4$ and $\varepsilon_0=20$, this is 0.09 eV at the lower edge. This is only an order of magnitude, and a low one. The formula assumes a spherical cloud, whereas a state on a string is atomically thin sideways; the same continuum screening applied to the chain's edge states gives about 0.2 to 0.3 eV, depending on the transverse size assumed. Binding by a local distortion of the lattice is not included at all. The continuum energy is smaller than the assumed 1 eV disorder width but larger than $k_BT$, so a static lattice may be a poor assumption for a slow carrier.

\section*{Table of computed values}
\begin{verbatim}
site spacing a = 0.35 nm
hopping range = 0.40 to 0.60 eV
site-energy full width = 1.00 eV
mean hopping = 0.500 eV
geometric mean hopping = 0.49664 eV
<ln(t/eV)> = -0.69990
clean band-edge mass = 0.622 electron masses
largest transfer-entry error = 6.7e-16 (entries in eV units)
largest count change on cutting a bond = 1 level
largest disc-average error = 5.7e-07
largest relative residue-identity error = 4.4e-12
clean gamma at 0.3 eV = 1.1e-16 per site (magnitude)
clean gamma at -1.8 eV = 1.19291 per site
E = -1.0 eV: gamma from DOS = 0.21874 +- 0.00115 per site
E = -1.0 eV: gamma from transfer = 0.21967 +- 0.00018 per site
E = 0 eV: gamma from DOS = 0.04662 +- 0.00065 per site
E = 0 eV: gamma from transfer = 0.04760 +- 0.00008 per site
E = -1.8 eV: gamma from DOS = 1.17803 +- 0.00047 per site
E = -1.8 eV: gamma from transfer = 1.17840 +- 0.00009 per site
E = 0.2i eV: gamma from DOS = 0.24602 +- 0.00028 per site
E = 0.2i eV: gamma from transfer = 0.24602 +- 0.00003 per site
E = 0.2i eV, arithmetic mean hopping: 0.23927 per site
mid-band eigenstate decay = 0.0495 +- 0.0012 per site
E = -1.0 eV: xi from DOS = 1.60 nm
E = -1.0 eV: xi from transfer = 1.59 nm = 4.55 sites
E = -1.0 eV: DOS = 0.525 per eV per site
E = -1.0 eV: level spacing within xi = 0.419 eV
E = -1.0 eV: field drop over xi = 0.159 eV
E = 0 eV: xi from DOS = 7.51 nm
E = 0 eV: xi from transfer = 7.35 nm = 21.01 sites
E = 0 eV: DOS = 0.326 per eV per site
E = 0 eV: level spacing within xi = 0.146 eV
E = 0 eV: field drop over xi = 0.735 eV
bundle xi at -1.0 eV = 5.89 nm
bundle xi at its edge, -2.0 eV = 3.44 nm
gate field = 1.0 MV/cm
temperature = 300 K, kT = 0.0259 eV
xi at lower edge + kT = 1.75 nm
xi at lower edge + field drop = 2.66 nm
film thickness = 3.50 nm = 10 sites
film mean log growth at lower edge = 2.20
film log-growth standard deviation = 1.69
rough dielectric constants = 4 fast, 20 static
polarisation energy at lower edge = 0.090 eV
\end{verbatim}
